\section*{Poole–Frenkel lowering for a singly charged attractive centre in silicon}

\section*{Problem}

A deep centre in silicon holds one electron. When the electron is emitted, the centre is left with charge $+e$, where $e>0$ is the elementary charge. The centre lies in the depletion region of a junction, in an electric field of magnitude $F=1\times10^{5}\ \mathrm{V/cm}$. The relative permittivity of silicon is taken as $\varepsilon_r=11.7$.

\begin{enumerate}
\item[(a)] Write down the potential energy of the departing electron outside the core of the centre. Find where it has a maximum along the direction of the electric force.
\item[(b)] Find by how much the field lowers the barrier to escape, first as a formula and then as a number.
\item[(c)] Show that no other path out of the well has a lower barrier.
\item[(d)] Find the lowering along a straight ray at an angle $\theta<90^\circ$ to the force, and evaluate it at $60^\circ$.
\item[(e)] The barrier at zero field is $0.30\ \mathrm{eV}$. What barrier remains, and by what factor does thermal emission over the lowest pass increase at $300\ \mathrm{K}$? What does this mean for a capacitance transient?
\item[(f)] Check the assumptions, and state when the result fails.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The potential energy and its maximum}

Let the centre be at the origin, and let $+z$ be the direction of the electric force on the electron. Since the electron has charge $-e$, the electric field vector points along $-z$. The force $+eF$ along $z$ corresponds to a potential energy $-eFz$, because force is minus the gradient of potential energy. We set this term to zero at the centre.

The ionised centre attracts the electron. We treat the crystal as a uniform dielectric of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ and the centre as a point charge. Then
\begin{equation}
V(\mathbf r)=-\frac{A}{r}-eFz,\qquad A=\frac{e^2}{4\pi\varepsilon}.
\label{eq:V}
\end{equation}
The zero of energy is the conduction band edge far from the centre in the absence of a field. At zero field the electron must therefore be raised to $V=0$ to escape.

The word ``attractive'' refers to the centre as the departing carrier sees it. A donor-like centre, neutral when occupied and positive when empty, is attractive for electrons in this sense. A centre that is neutral after emission has no term $-A/r$, and the calculation below does not apply to it.

On the positive $z$ axis $r=z$, so
\begin{equation}
V(z)=-\frac{A}{z}-eFz,\qquad
\frac{dV}{dz}=\frac{A}{z^2}-eF .
\end{equation}
The derivative vanishes where the attraction of the centre balances the force of the field. Calling this distance $r_0$, we have
\begin{equation}
\frac{A}{r_0^2}=eF
\quad\Longrightarrow\quad
r_0=\sqrt{\frac{A}{eF}}=\sqrt{\frac{e}{4\pi\varepsilon F}} .
\label{eq:r0}
\end{equation}
The second derivative on the axis is $-2A/r_0^3<0$, so this point is a maximum along $z$.

Sideways the behaviour is different. For a small displacement $x$ perpendicular to the axis, $r=\sqrt{r_0^2+x^2}\approx r_0+x^2/(2r_0)$, and the field term does not change. Hence
\begin{equation}
-\frac{A}{r}\approx-\frac{A}{r_0}+\frac{A}{2r_0^3}\,x^2 .
\end{equation}
The energy rises to both sides. The point is a saddle, like a mountain pass: a maximum along the way out and a minimum across it.

For the numbers we convert the field to SI units:
\begin{equation}
F=1\times10^{5}\ \mathrm{V/cm}=1\times10^{7}\ \mathrm{V/m}.
\end{equation}
With $\varepsilon=1.0359\times10^{-10}\ \mathrm{F/m}$,
\begin{equation}
r_0=\sqrt{\frac{1.6022\times10^{-19}\ \mathrm{C}}
{4\pi\,(1.0359\times10^{-10}\ \mathrm{F/m})(10^{7}\ \mathrm{V/m})}}
=3.51\ \mathrm{nm}.
\end{equation}

\subsection*{(b) The lowering}

At the pass the two terms of the potential energy are equal. To see this, multiply the force balance $A/r_0^2=eF$ by $r_0$, which gives $A/r_0=eFr_0$. Therefore
\begin{equation}
V(r_0)=-\frac{A}{r_0}-eFr_0=-2eFr_0 .
\end{equation}
At zero field the electron had to reach $V=0$. Now it has to reach only $-2eFr_0$. The lowering, defined as a positive quantity, is
\begin{align}
\Delta E&=0-V(r_0)=2eFr_0
=2eF\sqrt{\frac{e}{4\pi\varepsilon F}}\notag\\
&=\sqrt{\frac{4e^2F^2\,e}{4\pi\varepsilon F}}
=\sqrt{\frac{e^3F}{\pi\varepsilon_0\varepsilon_r}} .
\label{eq:PF}
\end{align}
In the second line the factor $2eF$ was taken under the root as $4e^2F^2$. The two factors of 4 cancel, and one power of $F$ remains.

For the evaluation it is convenient to take one factor $e$ out of the root, since what then remains is a voltage:
\begin{align}
\Delta E&=e\sqrt{\frac{eF}{\pi\varepsilon}}
=e\sqrt{\frac{(1.6022\times10^{-19}\ \mathrm{C})(10^{7}\ \mathrm{V/m})}
{\pi\,(1.0359\times10^{-10}\ \mathrm{F/m})}}\notag\\
&=e\sqrt{4.923\times10^{-3}\ \mathrm{V^2}}
=e\times0.0702\ \mathrm{V}.
\end{align}
The unit under the root follows from $1\ \mathrm{F}=1\ \mathrm{C/V}$. The result is
\begin{equation}
\boxed{\Delta E=1.12\times10^{-20}\ \mathrm{J}\approx70\ \mathrm{meV}.}
\end{equation}

The two terms at the pass give a check. Each is $-35.08\ \mathrm{meV}$, and their sum is $-70.16\ \mathrm{meV}$. The field term alone would give half the lowering. The other half arises because the pass lies at a finite distance, where the electron has not yet climbed all the way out of the Coulomb well.

The lowering grows as $\sqrt F$, not as $F$. A stronger field does more work per unit length, but it also pulls the pass inwards, since $r_0\propto F^{-1/2}$. The product $Fr_0$ then grows as $F^{1/2}$. At a quarter of the present field the lowering is half as large, about $35\ \mathrm{meV}$, and the pass is twice as far out, at about $7\ \mathrm{nm}$.

If the centre is left with charge $+Ze$, the constant $A$ is replaced by $ZA$. Since $\Delta E=2eFr_0=2\sqrt{A\,eF}$, the lowering is multiplied by $\sqrt Z$. For a hole leaving a centre of charge $-e$, the attraction and the magnitude of the electric force are the same. Equation~\eqref{eq:PF} holds again, with the hole energy measured from the valence band edge.

\subsection*{(c) No path has a lower pass}

A maximum on one chosen line does not by itself show that the electron could not escape more easily elsewhere. We need the highest energy met along each path, and then the path for which this highest energy is least.

Draw a sphere of radius $r_0$ about the centre. A path that starts inside the well and leads far away must cross this sphere. At a crossing point whose direction makes an angle $\theta$ with $+z$, we have $z=r_0\cos\theta$. Using $A/r_0=eFr_0$,
\begin{equation}
V=-eFr_0-eFr_0\cos\theta\ \ge\ -2eFr_0=-\Delta E,
\end{equation}
because $\cos\theta\le1$. Equality requires $\theta=0$. Every escaping path therefore reaches an energy of at least $-\Delta E$.

The path along the positive $z$ axis needs no more than this. For every $z>0$,
\begin{equation}
-\frac{A}{z}-eFz
=-2\sqrt{A\,eF}-\left(\sqrt{\frac{A}{z}}-\sqrt{eFz}\right)^{2}
\le-2\sqrt{A\,eF}=-\Delta E .
\end{equation}
The square, when expanded, gives $A/z+eFz-2\sqrt{A\,eF}$, which confirms the first equality. The axis path attains the bound, so $-\Delta E$ is the lowest energy at which classical escape is possible.

A numerical search that does not assume where the pass lies gives the same answer. The energy is raised until the region accessible to the electron around the centre joins the region far down the field. This happens at $70.16\ \mathrm{meV}$ below the zero-field escape energy.

\subsection*{(d) Other directions}

On a straight ray at angle $\theta<90^\circ$ to the force, $z=r\cos\theta$ and
\begin{equation}
V(r)=-\frac{A}{r}-(eF\cos\theta)\,r .
\end{equation}
This has the same form as the energy on the axis, with $F$ replaced by $F\cos\theta$. Since the lowering is proportional to the square root of the field,
\begin{equation}
\Delta E(\theta)=\Delta E\,\sqrt{\cos\theta}.
\label{eq:angle}
\end{equation}
At $60^\circ$, where $\cos\theta=\tfrac12$,
\begin{equation}
\Delta E(60^\circ)=70.16\ \mathrm{meV}\times\sqrt{0.5}=49.6\ \mathrm{meV}.
\end{equation}
The lowering falls off slowly with angle: at $60^\circ$ it is still 71\% of its value on the axis. At $90^\circ$ it is zero, because the ray then runs at constant field potential. Beyond $90^\circ$ the field opposes motion along the ray, and the potential energy rises without limit at large distance. An electron that starts in such a direction can escape only if its path bends round towards $+z$.

\subsection*{(e) Thermal emission and the capacitance transient}

With a barrier of $0.30\ \mathrm{eV}$ at zero field, the remaining barrier is
\begin{equation}
E_b=E_0-\Delta E=0.30\ \mathrm{eV}-0.070\ \mathrm{eV}=0.23\ \mathrm{eV}.
\end{equation}
This assumes that the bound level itself stays fixed relative to the field potential at the centre, a point taken up in part (f).

For thermal emission over a barrier we write the rate as $\nu\exp(-E_b/k_BT)$. If the prefactor $\nu$ is not changed by the field, the ratio of the rates with and without field is
\begin{equation}
\frac{\nu\,e^{-(E_0-\Delta E)/k_BT}}{\nu\,e^{-E_0/k_BT}}
=e^{\Delta E/k_BT}.
\end{equation}
The depth $E_0$ cancels. At $300\ \mathrm{K}$, $k_BT=25.85\ \mathrm{meV}$, so
\begin{equation}
\frac{\Delta E}{k_BT}=\frac{70.16}{25.85}=2.714,
\qquad e^{2.714}\approx15 .
\end{equation}
With a fixed prefactor, a lowering that removes less than a quarter of the barrier thus raises the rate over the pass about fifteenfold, because the exponent compares $\Delta E$ with $k_BT$ and not with $E_0$.

The factor 15 belongs to the most favourable direction. In a picture where electrons leave along straight rays, each direction has its own factor $\exp[\Delta E(\theta)/k_BT]$, and by equation~\eqref{eq:angle} this is smaller than 15 away from the axis. The total rate, an average over directions, then grows by less than 15. If all directions count equally and those beyond $90^\circ$ keep their zero-field rate, the average factor, with $x=\Delta E/k_BT$ and $\mu=\cos\theta$, is $\tfrac12+\tfrac12\int_0^1 e^{x\sqrt\mu}\,d\mu=\tfrac12+[1+(x-1)e^{x}]/x^2$, which is only about 4 at $x=2.714$. Within this picture of straight rays the factor 15 is an upper estimate.

In capacitance spectroscopy, centres in the depletion region are first filled with electrons and then left to emit them. The loss of electrons changes the space charge, and the capacitance of the junction follows. For identical centres in one uniform field, and with recapture negligible, the number of occupied centres decays exponentially at the emission rate. A small capacitance change proportional to this number has the same time constant. The field shortens it.

Two consequences can be read from the lowest-pass model. First, consider measurements at several temperatures but at one fixed field. With the temperature dependence of $\nu$ divided out, and with $E_0$ and $\varepsilon$ constant over the range, the logarithm of the rate is
\begin{equation}
\ln\frac{\text{rate}}{\nu}=-\frac{E_0-\Delta E}{k_BT}.
\end{equation}
Its slope against $1/(k_BT)$ is $-(E_0-\Delta E)$. For the model centre, the activation energy obtained in the lowest-pass model is $0.23\ \mathrm{eV}$, not the zero-field value of $0.30\ \mathrm{eV}$. A transient measures the total rate, and the average over directions given above leads to about $0.25\ \mathrm{eV}$ near $300\ \mathrm{K}$.

Secondly, the field in a depletion region varies with position. A centre at a quarter of the present field has half the lowering, and its rate is enhanced by $e^{2.714/2}\approx3.9$ instead of 15. In the lowest-pass model, identical centres at these two positions emit at rates that differ by a factor of about four; with the average over directions the two enhancements are about 4.1 and 1.8, and the ratio is about 2.3. Their combined signal is a sum of two different exponentials, which is not a single exponential. A narrow range of depth must be selected if one emission rate is to be assigned to one field.

\subsection*{(f) Conditions and limits}

\paragraph{Uniform dielectric.} The pass lies $3.5\ \mathrm{nm}$ from the centre. The lattice constant of silicon is roughly $0.54\ \mathrm{nm}$, so the pass is between six and seven lattice constants out. This supports the use of a bulk permittivity and a point charge there. The energy close to the core is not described by equation~\eqref{eq:V}, but the lowering depends on the potential at the pass. The condition becomes harder to meet as the field rises. Equation~\eqref{eq:PF} would remove the whole barrier of $0.30\ \mathrm{eV}$ at
\begin{equation}
F=10^{7}\ \mathrm{V/m}\times\left(\frac{300}{70.16}\right)^2
\approx1.8\times10^{8}\ \mathrm{V/m}.
\end{equation}
The pass would then be at $3.51\ \mathrm{nm}\times70.16/300\approx0.8\ \mathrm{nm}$, less than two lattice constants out. The formula should not be trusted that far. Such a field is also out of reach in an ordinary silicon junction, where avalanche breakdown sets in at a few times $10^{7}\ \mathrm{V/m}$ for moderate doping.

\paragraph{A fixed, deep level.} The field potential changes by $eF=10\ \mathrm{meV}$ per nanometre. The extent of the bound state can be estimated from the decay length $\hbar/\sqrt{2m^*E_0}$ of its wave function. With an effective mass $m^*$ of about $0.26$ electron masses and $E_0=0.30\ \mathrm{eV}$ this is about $0.7\ \mathrm{nm}$, and over that distance the field potential changes by about $7\ \mathrm{meV}$ on either side. This is small compared with $70\ \mathrm{meV}$, and for a charge distribution balanced about the centre the two sides cancel to first order in $F$. For a shallow centre the argument fails. If the binding energy is below $70\ \mathrm{meV}$, the unperturbed level lies above the pass, and thermal emission over a barrier is no longer the right description.

\paragraph{Uniform field and isolated centre.} Suppose the depletion region has a net density of ionised dopants $N=10^{22}\ \mathrm{m^{-3}}$, that is $10^{16}\ \mathrm{cm^{-3}}$. By Gauss's law the average field changes over the distance $r_0$ by
\begin{equation}
\frac{eNr_0}{\varepsilon}\approx5\times10^{4}\ \mathrm{V/m},
\end{equation}
about 0.5\% of $F$. The typical spacing of the dopants, $N^{-1/3}\approx46\ \mathrm{nm}$, is much larger than $r_0$. The discrete dopants still matter more than this smooth change: for random placement the nearest one lies typically about $25\ \mathrm{nm}$ away, where its field is about $2\times10^{5}\ \mathrm{V/m}$, or 2\% of $F$. Along the direction of $F$ such a field changes the lowering by about 1\%, or $0.7\ \mathrm{meV}$, and it differs from centre to centre. Both conditions are less well satisfied at higher doping. The same is true at low field, where the pass moves outwards. Screening by free carriers has been left out, which suits a depletion region but not neutral, conducting material.

\paragraph{Weak field.} As $F\to0$ the lowering vanishes, as it must, but its derivative with respect to $F$ grows without limit. Differentiating $\Delta E=2\sqrt{A\,eF}$ gives $d(\Delta E)/dF=\sqrt{Ae/F}=e\,r_0$, and for an unscreened Coulomb attraction the distance $r_0\propto F^{-1/2}$ of the pass grows without limit. In a real crystal, screening or neighbouring charges cut off the potential before $r_0$ becomes arbitrarily large. A useful scale is the field at which $\Delta E=k_BT$. At $300\ \mathrm{K}$ it is
\begin{equation}
\frac{10^{7}\ \mathrm{V/m}}{(2.714)^2}\approx1.4\times10^{6}\ \mathrm{V/m}.
\end{equation}
Below this field the exponential factor approaches one only slowly, because its exponent falls as $\sqrt F$: the factor is still about 1.4 at a tenth of this field, and about 1.1 at a hundredth.

\paragraph{Tunnelling.} The calculation concerns classical escape over the barrier. An electron can also tunnel through the barrier below the pass, which adds to the emission rate. The curvatures found in part (a) set the quantum scale: with $m^*=0.26$ electron masses, $\hbar\sqrt{2A/(m^*r_0^3)}\approx41\ \mathrm{meV}$ along the axis and $\hbar\sqrt{A/(m^*r_0^3)}\approx29\ \mathrm{meV}$ across it, both comparable with $k_BT$ at $300\ \mathrm{K}$. In a one-dimensional estimate tunnelling just below the pass adds about 10\% at $300\ \mathrm{K}$, and the zero-point energy across the pass takes away a similar amount. Both corrections grow quickly on cooling, and near $77\ \mathrm{K}$ the classical description of the pass is no longer adequate. The value of $70\ \mathrm{meV}$ is therefore the lowering of the classical barrier, and not a complete account of how the measured rate depends on field. The statement in part (e) that 15 is an upper estimate is likewise limited to the classical picture.

\paragraph{Accuracy.} Since $\Delta E\propto\varepsilon_r^{-1/2}$, a change of 1\% in the permittivity changes the lowering by about 0.5\%, or $0.35\ \mathrm{meV}$. Together with the idealisations above, this is why the result is stated as $70\ \mathrm{meV}$. The further digits in the numerical output serve to compare the formula with the direct search for the pass.

\section*{Computed results}
\begin{verbatim}
elementary charge e = 1.602177e-19 C
vacuum permittivity eps0 = 8.854188e-12 F/m
relative permittivity of silicon (input) = 11.7
permittivity eps = 1.0359e-10 F/m
field F (input) = 1.0e+07 V/m
field F converted = 1.0e+05 V/cm
distance of the pass r0 = 3.508 nm
Coulomb term at the pass = -35.08 meV
field term at the pass = -35.08 meV
lowering dE = 1.1241e-20 J
lowering dE = 70.16 meV
lowering from flood search = 70.16 meV
lowering on a ray at 60 degrees = 49.61 meV
temperature (input) = 300 K
thermal energy kT = 25.85 meV
ratio dE/kT = 2.714
Boltzmann factor exp(dE/kT) = 15.1
zero-field barrier of model centre (input) = 0.30 eV
remaining barrier of model centre = 0.230 eV
\end{verbatim}
